\section*{Bound levels of the massive planar Dirac equation with Coulomb attraction}

\section{Problem}

A particle moves in a plane and obeys the two-component Dirac equation $H\psi=E\psi$ with
\begin{equation}
H=\sigma_xp_x+\sigma_yp_y+m\sigma_z-\frac{a}{r},\qquad m>0,\quad 0<a<\tfrac12 .
\label{H}
\end{equation}
Units are $\hbar=v=1$, where $v$ is the limiting speed, so $a$ is dimensionless and $m$ stands for the rest energy $mv^2$. The operator $J=-i\partial_\phi+\sigma_z/2$ commutes with $H$. Since $\psi$ is single-valued, the eigenvalues $j$ of $J$ are half-integers of either sign.

Find the bound levels with $|E|<m$, state which quantum numbers occur, and find the levels and their degeneracies for weak coupling.

\section{A tempting solution}

\subsection{Radial equations}

In polar coordinates $p_x\pm ip_y=-ie^{\pm i\phi}(\partial_r\pm\frac ir\partial_\phi)$. Take
\begin{equation}
\psi=\frac1{\sqrt r}\begin{pmatrix}F(r)\,e^{i(j-1/2)\phi}\\ iG(r)\,e^{i(j+1/2)\phi}\end{pmatrix}.
\label{sep}
\end{equation}
The upper row of $H$ contains $p_x-ip_y$ acting on the lower component. It gives
\[
\Bigl(\partial_r+\frac{j+1/2}{r}\Bigr)\frac{G}{\sqrt r}=\frac1{\sqrt r}\Bigl(G'+\frac jrG\Bigr),
\]
because the derivative of $r^{-1/2}$ removes the $1/2$. The lower row gives in the same way $-i r^{-1/2}(F'-jF/r)$. Hence
\begin{align}
F'&=\frac jrF-\Bigl(E+m+\frac ar\Bigr)G,\label{F}\\
G'&=-\frac jrG+\Bigl(E-m+\frac ar\Bigr)F.\label{G}
\end{align}
The factor $r^{-1/2}$ cancels the $r$ in the area element, so the norm is proportional to $\int_0^\infty(F^2+G^2)\,dr$.

Near the origin the $1/r$ terms dominate. Inserting $F=Ar^s$, $G=Br^s$ gives $(s-j)A=-aB$ and $(s+j)B=aA$, hence $s^2=j^2-a^2$ and
\begin{equation}
s=\pm\gamma,\qquad\gamma=\sqrt{j^2-a^2},\qquad \frac BA=\frac a{s+j}.
\label{origin}
\end{equation}
The tempting solution keeps $r^{\gamma}$ and drops $r^{-\gamma}$ as not normalizable.

\subsection{Decoupling}

Far away, solutions behave as $e^{\pm\lambda r}$, up to powers of $r$, with $\lambda=\sqrt{m^2-E^2}$. Set
\[
F=\sqrt{m+E}\,(P+Q),\qquad G=\sqrt{m-E}\,(P-Q),\qquad t=\sqrt{\frac{m-E}{m+E}} .
\]
Dividing \eqref{F} by $\sqrt{m+E}$ and \eqref{G} by $\sqrt{m-E}$ gives
\begin{align*}
P'+Q'&=\frac jr(P+Q)-\lambda(P-Q)-\frac{at}{r}(P-Q),\\
P'-Q'&=-\frac jr(P-Q)-\lambda(P+Q)+\frac{a}{tr}(P+Q).
\end{align*}
Take half the sum and half the difference, and use $1/t+t=2m/\lambda$ and $1/t-t=2E/\lambda$. With
\begin{equation}
\nu=\frac{aE}{\lambda},\qquad \mu=\frac{am}{\lambda},\qquad \mu^2-\nu^2=a^2,
\label{numu}
\end{equation}
the result is
\[
P'=-\lambda P+\frac{\nu}{r}P+\frac{j+\mu}{r}Q,\qquad
Q'=\lambda Q-\frac{\nu}{r}Q+\frac{j-\mu}{r}P .
\]
Now write $P=r^\gamma e^{-\lambda r}p$ and $Q=r^\gamma e^{-\lambda r}q$. Since $rP'=r^\gamma e^{-\lambda r}(rp'+\gamma p-\lambda rp)$, and likewise for $Q$,
\begin{align}
rp'&=(\nu-\gamma)p+(j+\mu)q,\label{p}\\
rq'&=(2\lambda r-\nu-\gamma)q+(j-\mu)p.\label{q}
\end{align}

\subsection{Elimination}

Apply $r\,d/dr$ to \eqref{p}, insert \eqref{q}, and replace $(j+\mu)q$ by $rp'-(\nu-\gamma)p$:
\[
r(rp')'=(\nu-\gamma)rp'+(2\lambda r-\nu-\gamma)\bigl[rp'-(\nu-\gamma)p\bigr]+(j^2-\mu^2)p .
\]
By \eqref{numu}, $j^2-\mu^2=\gamma^2-\nu^2$, which cancels the term $(\nu+\gamma)(\nu-\gamma)p$. Division by $r$ leaves
\begin{equation}
rp''+(1+2\gamma-2\lambda r)p'+2\lambda(\nu-\gamma)p=0 .
\label{kummer}
\end{equation}
The highest power in a polynomial of degree $n$ requires $-2\lambda n+2\lambda(\nu-\gamma)=0$, that is, $\nu=n+\gamma$. Only $j^2$ appears here, so the tempting conclusion is that $n=0,1,2,\ldots$ is allowed for both signs of $j$.

\section{Where it fails}

\subsection{The count for weak coupling}

For weak coupling set $E=m+\varepsilon$ with $|\varepsilon|\ll m$. At distances of order $1/(ma)$, $a/r$ is also small compared with $m$, and \eqref{F} gives $G\simeq-(F'-jF/r)/(2m)$. Insert this in \eqref{G}. The terms in $F'$ cancel:
\begin{equation}
-\frac1{2m}\Bigl[F''-\frac{j(j-1)}{r^2}F\Bigr]=\Bigl(\varepsilon+\frac ar\Bigr)F .
\label{schr}
\end{equation}
With $l=j-\frac12$ one has $j(j-1)=l^2-\frac14$. This is the planar Schr\"odinger equation for the orbital number $l$ of the upper component.

Put $\varepsilon=-\kappa^2/(2m)$ and $F=r^{|l|+1/2}e^{-\kappa r}w$. Then
\[
rw''+(2|l|+1-2\kappa r)w'+\bigl[2ma-\kappa(2|l|+1)\bigr]w=0 .
\]
A polynomial of degree $n_r$ requires $\kappa=ma/(n_r+|l|+\frac12)$, so
\begin{equation}
\varepsilon=-\frac{ma^2}{2(N+1/2)^2},\qquad N=n_r+|l| .
\label{planar}
\end{equation}
For given $N$, $l$ runs from $-N$ to $N$, which gives $2N+1$ states. There is no further factor of two, because each $l$ has one value of $j$.

The tempting result counts differently. For $a\to0$ its condition $\nu=n+\gamma$ becomes $a/\sqrt{-2\varepsilon/m}=n+|j|$, so $N=n+|j|-\frac12$. The values $|j|=\frac12,\ldots,N+\frac12$ with both signs would give $2N+2$ states. One state per level is spurious.

\subsection{The lost first-order equation}

The elimination removed $q$ through the product $(j+\mu)q$. If $j+\mu=0$, equation \eqref{p} says nothing about $q$, and a solution of \eqref{kummer} need not belong to an acceptable pair $(p,q)$.

This happens at $n=0$ with $j<0$. There $\nu=\gamma$, so $\mu^2=\gamma^2+a^2=j^2$ and $\mu=|j|=-j$. A constant $p=p_0$ satisfies \eqref{p}, but \eqref{q} still has to be solved:
\[
rq'=(2\lambda r-2\gamma)q+2jp_0
\quad\Longrightarrow\quad
\bigl(r^{2\gamma}e^{-2\lambda r}q\bigr)'=2jp_0\,r^{2\gamma-1}e^{-2\lambda r}.
\]
Integration gives
\begin{equation}
Q=r^{-\gamma}e^{\lambda r}\Bigl[C+2jp_0\int_0^rx^{2\gamma-1}e^{-2\lambda x}\,dx\Bigr].
\label{Qbad}
\end{equation}
If $Q$ is to behave as $r^\gamma$ at the origin, then $C=0$. The bracket tends to a nonzero constant at large $r$, and $Q$ grows as $r^{-\gamma}e^{\lambda r}$. If $C$ is chosen to cancel this growth, $Q$ behaves as $r^{-\gamma}$ at the origin. With $p_0=0$ and $C\ne0$ the growth remains. No choice is regular at both ends.

\subsection{Normalizability does not remove the singular solution}

The density of $r^{-\gamma}$ is integrable at the origin if $2\gamma<1$. For $|j|\ge\frac32$ one has $\gamma>\sqrt2$, and the singular solution is not normalizable. For $|j|=\frac12$, however, $\gamma=\sqrt{1/4-a^2}<\frac12$ for every $a>0$. The reason given for dropping $r^{-\gamma}$ is then false. In particular, \eqref{Qbad} with $j=-\frac12$ and the decaying choice of $C$ is square-integrable.

For $j=+\frac12$ there is an even simpler example. Equations \eqref{p} and \eqref{q} also hold with $\gamma$ replaced by $-\gamma$ throughout. Then $p=1$, $q=0$ is a solution if $\nu=-\gamma$ and $\mu=j=\frac12$. Thus
\begin{equation}
E=m\frac{\nu}{\mu}=-m\sqrt{1-4a^2},\qquad \lambda=2am,\qquad F,G\propto r^{-\gamma}e^{-\lambda r}.
\label{singular}
\end{equation}
This is a normalizable solution with an energy that is absent from the tempting result. The differential equation and the norm therefore do not determine the spectrum. A boundary condition at the origin must be added.

\section{The boundary condition}

Require the Coulomb energy $-a\int(F^2+G^2)\,dr/r$ to be finite. An admixture of $r^{-\gamma}$ makes the integrand behave as $r^{-2\gamma-1}$, whose integral diverges at $r=0$. The condition therefore selects $r^{+\gamma}$.

A charge of finite size leads to the same choice when its radius is taken to zero at fixed $a$. Let the potential be $-a/R$ for $r<R$ and $-a/r$ outside. Just outside, the solution is a combination $C_+r^\gamma+C_-r^{-\gamma}$, each power with its own ratio $G/F$ from \eqref{origin}. As $mR\to0$, the interior solution fixes $G/F$ at $r=R$ as a number depending on $a$ and $j$ alone. Then $C_-R^{-\gamma}/(C_+R^{\gamma})$ is also a fixed number, and
\begin{equation}
\frac{C_-}{C_+}\propto R^{2\gamma}\to0 .
\label{R}
\end{equation}
This would fail if the interior ratio coincided with that of the pure singular solution. For $j=\frac12$ the ratio $\tau=G/F$ starts from zero at the origin and, with $E$ and $m$ neglected against $a/R$, obeys
\[
\tau'=\frac aR(1+\tau^2)-\frac{\tau}{r}\le\frac aR(1+\tau^2),
\]
so $0\le\tau(R)\le\tan a<1$. The singular ratio is $a/(\frac12-\gamma)=(\frac12+\gamma)/a>1$, and the two cannot coincide. For $j=-\frac12$ the same argument applies to $-F/G$. The energy shift is proportional to $C_-/C_+$ at leading order, hence to $R^{2\gamma}$.

\section{Solution of the first-order system}

Now keep both equations \eqref{p} and \eqref{q} and insert $p=\sum p_kr^k$, $q=\sum q_kr^k$. Comparing powers for $k\ge0$, with $q_{-1}=0$, gives
\begin{align}
(k+\gamma-\nu)p_k&=(j+\mu)q_k,\label{r1}\\
(k+\gamma+\nu)q_k&=(j-\mu)p_k+2\lambda q_{k-1}.\label{r2}
\end{align}
Multiply \eqref{r2} by $k+\gamma-\nu$ and use \eqref{r1}. The coefficient of $q_k$ becomes $(k+\gamma)^2-\nu^2-(j^2-\mu^2)=(k+\gamma)^2-\gamma^2$, so
\begin{equation}
k(k+2\gamma)\,q_k=2\lambda(k+\gamma-\nu)\,q_{k-1},\qquad k\ge1 .
\label{rec}
\end{equation}

\paragraph{Case $q_0\ne0$.} If the series does not terminate, $q_k/q_{k-1}$ approaches $2\lambda/k$. This is the ratio for $e^{2\lambda r}$, and $Q$ grows exponentially as $e^{\lambda r}$ up to powers. A bound state therefore needs $\nu=n+\gamma$ with $n\ge1$, which gives $q_n=0$. Then $\mu^2=\nu^2+a^2>\gamma^2+a^2=j^2$, so $\mu>|j|$ and neither $j+\mu$ nor $j-\mu$ vanishes. For $k<n$, \eqref{r1} gives $p_k=(j+\mu)q_k/(k-n)$. At $k=n$, \eqref{r1} reads $0=0$ and \eqref{r2} gives
\[
p_n=\frac{2\lambda q_{n-1}}{\mu-j}.
\]
All later coefficients vanish. For $k<n$, \eqref{r2} follows from \eqref{rec}, or at $k=0$ from $j^2-\mu^2=\gamma^2-\nu^2$, on division by the nonzero $k+\gamma-\nu$. These states exist for both signs of $j$.

\paragraph{Case $q_0=0$.} Then \eqref{rec} makes every $q_k$ zero. A nonzero $p_k$ requires $\nu=k+\gamma$ from \eqref{r1} and $j=\mu$ from \eqref{r2}. The second condition gives $\nu^2=j^2-a^2=\gamma^2$, so $k=0$ and $\nu=\gamma$. Because $\mu>0$, this state exists for $j>0$ and is absent for $j<0$. It is the case $n=0$.

In both cases $aE/\lambda=n+\gamma>0$, so $E>0$. Squaring,
\[
a^2E^2=(n+\gamma)^2(m^2-E^2),
\]
and solving for the positive root,
\begin{equation}
\boxed{E=m\Bigl[1+\frac{a^2}{(n+\sqrt{j^2-a^2})^2}\Bigr]^{-1/2},\quad
\begin{cases}n=0,1,2,\ldots&(j>0)\\ n=1,2,\ldots&(j<0)\end{cases}}
\label{result}
\end{equation}
This holds for $0<a<\frac12$ with the regular boundary condition. For $n\ge1$ the levels with $j$ and $-j$ coincide. This coincidence belongs to the point charge; a finite radius lifts it.

\section{Weak coupling and other limits}

Let $M=n+|j|$. For small $a$, $\gamma=|j|-a^2/(2|j|)+O(a^4)$, and therefore
\[
y\equiv\frac{a^2}{(n+\gamma)^2}=\frac{a^2}{M^2}+\frac{a^4}{|j|M^3}+O(a^6).
\]
With $(1+y)^{-1/2}=1-\frac12y+\frac38y^2+\ldots$ this gives
\begin{equation}
\frac Em=1-\frac{a^2}{2M^2}-\frac{a^4}{2M^4}\Bigl(\frac M{|j|}-\frac34\Bigr)+O(a^6).
\label{fine}
\end{equation}
Since $M=N+\frac12$, the second term is the planar Rydberg series \eqref{planar}. For a potential $-K/r$ in ordinary units, $a=K/(\hbar v)$ and the rest energy is $mv^2$. The leading binding energy is then $mK^2/[2\hbar^2(N+\frac12)^2]$, from which $v$ has disappeared.

The degeneracy now agrees as well. For $j>0$, $|l|=j-\frac12$ and $n_r=n$. For $j<0$, $|l|=|j|+\frac12$ and $n_r=n-1$. A state with $n=0$ and $j<0$ would need $n_r=-1$. At given $N$, the values $|j|<N+\frac12$ occur with both signs and $|j|=N+\frac12$ with the positive sign alone, so there are $2N+1$ states.

For large $n$ at fixed $a$, \eqref{result} gives $E-m\simeq-ma^2/[2(n+\gamma)^2]$. This is a Rydberg series with $M$ replaced by $M-\delta$, where $\delta=|j|-\gamma$ is a quantum defect.

At the other end, the lowest level is $E=m\sqrt{1-4a^2}$, which falls to zero as $a\to\frac12$. This assumes that $R\to0$ is taken first. Since $\gamma\to0$ there, the factor $(mR)^{2\gamma}$ in \eqref{R} stays large even for a very small radius: at $a=0.499$ the point value is $0.063\,m$, while $mR=10^{-5}$ gives $0.17\,m$. For $a>\frac12$ the exponents of the $|j|=\frac12$ channels are imaginary. Both solutions then oscillate in $\ln r$ with the same magnitude, the criterion used here no longer selects one, and \eqref{result} does not apply to these channels.

\section{A worked case}

Take $a=0.3$. For $|j|=\frac12$, $\gamma=\sqrt{0.25-0.09}=0.4$. The lowest level has $n=0$:
\[
\frac Em=\Bigl[1+\frac{0.09}{0.16}\Bigr]^{-1/2}=\frac{0.4}{0.5}=0.8 .
\]
Its binding energy is $0.2\,m$, against the Rydberg value $2a^2m=0.18\,m$. For a rest energy of $100$ meV these are $20$ and $18$ meV. The first value holds for a point charge. With the cutoff potential and $mR=0.04$ the binding drops to about $18.4$ meV, and with $mR=0.1$ to about $17.0$ meV, so in a crystal the core size can remove the whole excess over the Rydberg value. The $a^4$ term of \eqref{fine} is $2a^4m=0.0162\,m$ here and supplies most of the difference. The levels up to $N=2$ are:
\begin{center}
\begin{tabular}{cccccc}
$N$&$j$&$n$&$E/m$&$(m-E)/m$&Rydberg\\
0&$+1/2$&0&0.80000&0.20000&0.18000\\
1&$\pm1/2$&1&0.97780&0.02220&0.02000\\
1&$+3/2$&0&0.97980&0.02020&0.02000\\
2&$\pm1/2$&2&0.99228&0.00772&0.00720\\
2&$\pm3/2$&1&0.99270&0.00730&0.00720\\
2&$+5/2$&0&0.99277&0.00723&0.00720
\end{tabular}
\end{center}
Counting each sign of $j$, there are $1$, $3$ and $5$ states. The numerical output also lists energies obtained by integrating the radial equations for a charge of very small radius, inward and outward, without using $\gamma$ or \eqref{result}. For $|j|\le\frac52$ and $-0.999\,m<E<0.995\,m$ this search found these nine levels and no others. It tests the absence of the $n=0$ states with $j<0$.

All bindings in the table exceed their Rydberg values, most strongly for $|j|=\frac12$. At order $a^4$ this follows from \eqref{fine}: since $M\ge|j|$, the bracket is positive, and at fixed $M$ it is largest for the smallest $|j|$. The splitting of the $N=1$ level is estimated from the same term with $M=\frac32$:
\[
\frac{a^4}{2M^3}\Bigl(\frac1{1/2}-\frac1{3/2}\Bigr)=\frac{0.0081}{6.75}\cdot\frac43=0.0016 .
\]
The full formula gives $0.00199$, so the estimate is about $20\%$ below it. At $a=0.3$ the higher orders are visible.

For weaker coupling the approach to the Schr\"odinger limit is clear. The lowest level has $(E-m)/(ma^2)=-2.0204$ at $a=0.1$ and $-2.0050$ at $a=0.05$, while the limit is $-2$. The deviations are close to the predicted $-2a^2$, and their ratio is $4.06$.

The boundary condition can also be read from numbers. Reducing the charge radius from $10^{-4}/m$ to $10^{-5}/m$ lowers the shift of the ground level from $1.44\times10^{-4}\,m$ to $2.28\times10^{-5}\,m$. The corresponding power of $R$ is $0.7996$, against $2\gamma=0.8$. By contrast, the excluded solution \eqref{singular} lies at $E=-0.8\,m$. With its norm set to one, the magnitude of its Coulomb energy from $r>10^{-4}/m$ is $134\,m$, and from $r>10^{-6}/m$ it is $5345\,m$. The growth by a factor of about $40$ agrees with $100^{2\gamma}=100^{0.8}$ and shows the divergence that excludes this solution.

\section*{Calculated quantities}
\begin{verbatim}
coupling a = 0.3 (dimensionless)
gamma for |j|=1/2: 0.4000; for |j|=3/2: 1.4697; for |j|=5/2: 2.4819
largest relative residual of (H-E)psi, 5 states: 1.7e-12 m
search window: -0.999 m < E < 0.995 m; levels found: 9
N    j   n  E integrated/m  E formula/m  (m-E)/m   Rydberg/m
0   0.5  0  0.80000000      0.80000000   0.200000  0.180000
1   0.5  1  0.97780241      0.97780241   0.022198  0.020000
1  -0.5  1  0.97780241      0.97780241   0.022198  0.020000
1   1.5  0  0.97979590      0.97979590   0.020204  0.020000
2   0.5  2  0.99227788      0.99227788   0.007722  0.007200
2  -0.5  2  0.99227788      0.99227788   0.007722  0.007200
2   1.5  1  0.99270287      0.99270287   0.007297  0.007200
2  -1.5  1  0.99270287      0.99270287   0.007297  0.007200
2   2.5  0  0.99277389      0.99277389   0.007226  0.007200
number of states for N = 0, 1, 2: 1 3 5
ground-state shift for cutoff R = 1e-04 /m: 1.438e-04 m
ground-state shift for cutoff R = 1e-05 /m: 2.281e-05 m
measured power of R: 0.7996; 2 gamma = 0.8000
excluded singular solution, j=1/2: E = -0.8000 m
its a<1/r> from r > 1e-4/m: 133.88 m; from r > 1e-6/m: 5344.91 m
Schroedinger levels, |l|=0, in m a^2: -2.000000 -0.222222 -0.080000
Schroedinger levels, |l|=1, in m a^2: -0.222222 -0.080000
Schroedinger levels, |l|=2, in m a^2: -0.080000
Dirac ground state, a = 0.1: (E-m)/(m a^2) = -2.02041
Dirac ground state, a = 0.05: (E-m)/(m a^2) = -2.00503
ratio of the two deviations from the limit: 4.062
N=1 splitting, |j|=3/2 above |j|=1/2: 0.001993 m
same splitting from the a^4 term: 0.001600 m
conversion: m v^2 = 100 meV
ground-state binding: 20.00 meV; Rydberg value: 18.00 meV
\end{verbatim}
